# Potential Lineup as the First Moment of a Neutral Interface Charge

## What fails without neutrality

A first-principles barrier height is often assembled from two bulk calculations and the electrostatic potential step between the metal and the semiconductor. The step can be computed by multiplying the interface charge density by the coordinate $z$, integrating, and dividing by the vacuum permittivity $\varepsilon_0$. Suppose, however, that the charge profile contains a small error of $0.010\ e/\mathrm{nm}^2$. In the model contact treated below, the result is then $-0.169$, $-0.350$ or $-0.531$ V, depending on whether $z$ is measured from a plane at $-1$, $0$ or $+1$ nm. The barrier would shift by $0.36$ eV through a choice that has no physical content.

The theorem below shows when the first moment is a lineup, why a net charge spoils it, and what the moment still means in that case.

## Setting and assumptions

The $z$ axis is normal to the contact, with metal on the left and semiconductor on the right. The elementary charge $e$ is positive. The charge density is that of all ions and all electrons, so it already contains the polarization charge. Since all charge is counted, Poisson's equation contains $\varepsilon_0$, not the permittivity of the semiconductor.

**Planar average.** Let the contact be periodic parallel to the interface. Averaging the three-dimensional Poisson equation over one lateral cell removes the derivatives along $x$ and $y$: each integrates to a difference of potential slopes at opposite cell edges, which are equal. Hence

$$\phi''(z)=-\frac{\rho(z)}{\varepsilon_0},\qquad E(z)=-\phi'(z).$$

**Bulk regions.** Away from the interface, $\rho$ has period $a_m$ in the metal and $a_s$ in the semiconductor, and each bulk cell is neutral.

**Macroscopic average.** For a period $a$ define

$$(B_af)(z)=\frac1a\int_{-a/2}^{a/2}f(z-s)\,ds .$$

Apply both averages: $\bar\rho=B_{a_s}B_{a_m}\rho$ and $\bar\phi=B_{a_s}B_{a_m}\phi$. Assume that $\bar\rho$ vanishes outside an interval $[z_L,z_R]$ around the interface. Define

$$\sigma=\int_{z_L}^{z_R}\bar\rho\,dz,\qquad p(z_0)=\int_{z_L}^{z_R}(z-z_0)\bar\rho\,dz .$$

Here $\sigma$ is charge per area and $p$ is dipole moment per area.

## Lemma 1: what the averaging does

**Statement.** The averages obey $\bar\phi''=-\bar\rho/\varepsilon_0$. The periodic bulk charge disappears from $\bar\rho$. Where the bulk potential is periodic, $\bar\phi$ equals its cell mean. A further symmetric, normalized filter of finite range changes neither $\sigma$ nor $p$.

**Proof.** The filter is an average over shifted copies of a function, and differentiation commutes with a shift. Averaging Poisson's equation therefore gives

$$\bar\phi''=B_{a_s}B_{a_m}\phi''=-\frac{\bar\rho}{\varepsilon_0}.$$

Deep in the metal, $B_{a_m}\rho$ is the charge of one complete cell divided by $a_m$, which is zero. The second average leaves zero unchanged. The two averages commute, so in the semiconductor $B_{a_s}$ may be applied first, with the same result. Applied to a periodic potential, the matching average gives the constant cell mean, which the other average preserves.

Now let $w(s)=w(-s)$ and $\int w\,ds=1$. The charge after filtering is

$$\iint w(s)\bar\rho(z-s)\,ds\,dz=\int w\,ds\int\bar\rho(u)\,du=\sigma,$$

where $u=z-s$. With the same substitution the moment is

$$\iint (u+s)w(s)\bar\rho(u)\,ds\,du=p(0)+\sigma\int s\,w(s)\,ds=p(0).$$

The last integral vanishes because its integrand is odd. The same holds about any $z_0$, since $p(z_0)=p(0)-z_0\sigma$. $\square$

The final part applies to the localized $\bar\rho$. It cannot be applied to the unfiltered charge of two infinite crystals, whose first moment does not converge.

## Theorem: lineup and origin independence

Let $E_L$ and $E_R$ be the constant macroscopic fields to the left and right of $[z_L,z_R]$. Then:

1. For every $z_0$, $p(z_0)/\varepsilon_0$ is the potential step, right minus left, between the two outer straight-line potentials extrapolated to $z_0$.
2. This step is independent of $z_0$ if and only if $\sigma=0$.
3. If $\sigma=0$ and the outer field is zero, the potentials are flat on both sides and
$$\boxed{\Delta\bar\phi=\bar\phi_s-\bar\phi_m=\frac1{\varepsilon_0}\int z\,\bar\rho(z)\,dz.}$$

**Proof of 1.** Since $E=-\bar\phi'$, Poisson's equation reads $\bar\rho=\varepsilon_0E'$. Insert this into the moment and integrate by parts:

$$\frac{p(z_0)}{\varepsilon_0}=\int_{z_L}^{z_R}(z-z_0)E'\,dz
=(z_R-z_0)E_R-(z_L-z_0)E_L-\int_{z_L}^{z_R}E\,dz .$$

The remaining integral is $\int E\,dz=\bar\phi(z_L)-\bar\phi(z_R)$. Therefore

$$\frac{p(z_0)}{\varepsilon_0}=\bar\phi(z_R)-\bar\phi(z_L)+(z_R-z_0)E_R+(z_0-z_L)E_L. \tag{1}$$

The outer lines are

$$\ell_R(z)=\bar\phi(z_R)-E_R(z-z_R),\qquad
\ell_L(z)=\bar\phi(z_L)-E_L(z-z_L).$$

Setting $z=z_0$ and subtracting gives

$$\ell_R(z_0)-\ell_L(z_0)=\bar\phi(z_R)-\bar\phi(z_L)+(z_R-z_0)E_R+(z_0-z_L)E_L,$$

which is the right side of (1).

**Proof of 2.** Move the reference plane by $b$:

$$p(z_0+b)=\int(z-z_0-b)\bar\rho\,dz=p(z_0)-b\sigma. \tag{2}$$

If $\sigma=0$, the moment does not change. Conversely, if it is unchanged for even one nonzero $b$, then $b\sigma=0$ and hence $\sigma=0$.

**Proof of 3.** Put $E_L=E_R=0$ in (1). The field terms vanish, and $\bar\phi(z_R)$ and $\bar\phi(z_L)$ are the two plateau values. By part 2, $z_0=0$ may be chosen. $\square$

**Sign.** Put charge $-q$ per area at $z=0$ and $+q$ at $z=d$, with $q,d>0$. Then $p=qd$ and the potential is higher on the right by $qd/\varepsilon_0$. This is right: the field between the sheets points from the positive to the negative one, toward $-z$, and the potential rises against the field.

## Remarks on the conditions

**Why a net charge leaves no plateau step.** Integrating $\varepsilon_0E'=\bar\rho$ gives

$$E_R-E_L=\frac{\sigma}{\varepsilon_0}. \tag{3}$$

If $\sigma\ne0$, the fields cannot both be zero. The two outer lines have different slopes, so their separation depends on where it is read. Equation (2) says the same thing: a displacement $b$ changes the step by $-b(E_R-E_L)$.

**Neutrality is not flatness.** Equation (3) with $\sigma=0$ gives equal fields, not zero fields. A neutral interface in a common field $E_0$ has parallel outer lines, whose separation is still $p/\varepsilon_0$. The difference between two distant points is instead $p/\varepsilon_0-E_0(z_R-z_L)$, from (1). Flat plateaus need the separate condition $E_0=0$. Deep inside a real metal in equilibrium the macroscopic field is zero, so a neutral metal contact meets this condition; a common nonzero field can occur between two insulators of equal permittivity with no net interface charge, or in a prescribed charge model. If the permittivities differ, the field itself induces polarization charge at the interface, so $\sigma\ne0$ unless other charge compensates it.

**A neutral supercell can contain charged interfaces.** With two interfaces per periodic cell, total neutrality requires $\sigma_1+\sigma_2=0$. It does not require each term to vanish. If they do not, the fields in the two slabs differ, and neither interface has an origin-independent step.

**Decaying tails.** The interval can be extended to infinity if $\int|z||\bar\rho|\,dz$ and $\int|\bar\rho|\,dz$ are finite. On the right, for $z_R>0$, the error made by replacing the field at $z_R$ by its limiting value is bounded by

$$z_R|E(\infty)-E(z_R)|\le\frac1{\varepsilon_0}\int_{z_R}^{\infty}z|\bar\rho|\,dz\longrightarrow0 .$$

The left side is treated in the same way. A net charge is still excluded if the step is to be independent of origin.

## Lemma 2: the bulk part in a model of planes

An independent route to the lineup exists when each bulk is built from identical planes with charge profile $\rho_p$. Let each plane be neutral and free of dipole, and choose its potential $\phi_p$ to vanish on both sides. Then the mean potential of a stack with spacing $a$ is

$$\bar\phi_{\rm stack}=-\frac1{2\varepsilon_0a}\int z^2\rho_p(z)\,dz. \tag{4}$$

**Proof.** Deep in the stack, integrating the potentials of all planes over one cell is the same as integrating the potential of one plane over the whole line. Since $(z^2)''=2$, two integrations by parts give

$$\int\phi_p\,dz=\frac12\int(z^2)''\phi_p\,dz
=\frac12\int z^2\phi_p''\,dz
=-\frac1{2\varepsilon_0}\int z^2\rho_p\,dz .$$

The boundary terms vanish for localized planes. Division by $a$ gives (4). $\square$

For a positive Gaussian ion sheet of charge $Q$ per area and width $w_i$, compensated by electrons of width $w_e$, the second moment is $Q(w_i^2-w_e^2)$. Hence

$$\bar\phi_{\rm stack}=\frac{Q(w_e^2-w_i^2)}{2\varepsilon_0a}. \tag{5}$$

The value is positive when the electrons are more spread out than the ions. It refers to this choice of planes with vacuum outside. A different division of the same crystal can move part of the lineup between the "bulk" and "interface" terms; their sum is what enters the barrier.

## Worked contact

The model borrows periods close to those of a metallic disilicide on Si(001), but its charge density is prescribed, not self-consistent. Each metal plane of the model stands for a whole repeat period of the disilicide, which contains more than one atomic plane. The model's lineup is not that of a real contact: by (5), a metal charge larger by one tenth would change it by 0.74 V. The metal has 12 planes with $a_m=0.270$ nm, $Q=40\ e/\mathrm{nm}^2$ and electron width $0.080$ nm. The semiconductor has 24 planes with $a_s=0.136$ nm, $Q=27\ e/\mathrm{nm}^2$ and electron width $0.070$ nm. All ion sheets have width $0.030$ nm. With charge counted in units of $e$, the conversion factor is $e/\varepsilon_0=18.095$ V nm.

Equation (5) gives for the metal

$$\bar\phi_m=\frac{18.095\times40\,(0.080^2-0.030^2)}{2\times0.270}=7.372\ \mathrm V,$$

and for the semiconductor planes alone

$$\frac{18.095\times27\,(0.070^2-0.030^2)}{2\times0.136}=7.185\ \mathrm V .$$

Their difference contributes $-0.187$ V to the lineup.

In addition, $0.050$ electrons per $\mathrm{nm}^2$ move from a sheet at $-0.10$ nm to one at $+0.10$ nm. The metal side becomes positive and the semiconductor side negative. The transfer moment is

$$0.050(-0.10)-0.050(0.10)=-0.010\ e/\mathrm{nm},$$

which contributes $18.095\times(-0.010)=-0.181$ V. The sum is $-0.368$ V.

The macroscopic charge gives the same result without this division. Its first moment is $-0.020349\ e/\mathrm{nm}$, so

$$\Delta\bar\phi=18.095\times(-0.020349)=-0.368\ \mathrm V .$$

Direct integration of the microscopic Poisson equation, followed by cell averaging, also gives $-0.368$ V. Moving the origin by 1 nm leaves the moment result unchanged. The averaged charge itself reaches $\pm15.9\ e/\mathrm{nm}^3$: the small moment is what remains after large positive and negative contributions cancel.

**Why the raw charge will not do.** Cut the unfiltered profile midway between planes, at $-1.620$ and $+1.632$ nm. The enclosed charge is neutral, and mirror symmetry of the bulk makes the field zero at both cuts. Identity (1), whose proof holds equally for the raw charge and potential, then loses its field terms and returns the difference of the potentials at those two points. That difference is $3.57$ V, not the $-0.368$ V difference of cell means. Neutrality of a window is thus insufficient if its charge has not been averaged. If the right cut is moved through one semiconductor period, the window is also charged at intermediate positions, and the raw moment about $z=0$, divided by $\varepsilon_0$, varies over a range of 200 V. By (2), this range itself depends on the chosen origin.

## From lineup to barrier

An electron has electrostatic energy $\bar V=-e\bar\phi$, so the energy step is

$$\bar V_s-\bar V_m=-e\Delta\bar\phi=+0.368\ \mathrm{eV}.$$

The n-type barrier is the conduction-band edge minus the Fermi energy at the contact. Add and subtract the two mean potentials:

$$\Phi_{Bn}=(E_C-\bar V_s)-(E_F-\bar V_m)+(\bar V_s-\bar V_m).$$

The first two brackets come from separate bulk calculations. They must use the same definition of the electrostatic potential as the interface calculation, including the same treatment of ion cores. Here they are chosen inputs, $3.00$ and $2.70$ eV:

$$\Phi_{Bn}=3.00-2.70+0.368=0.668\ \mathrm{eV}.$$

**The charged profile.** Now omit $0.010\ e/\mathrm{nm}^2$ of the electrons that arrived at $+0.10$ nm, keeping everything else fixed. This adds positive charge there, and the apparent step becomes

$$\Delta_{z_0}=-0.368+18.095\times0.010\,(0.10-z_0)\ \mathrm V,$$

with $z_0$ in nm. It reproduces the three values in the opening paragraph. The corresponding apparent barriers are $0.469$, $0.650$ and $0.831$ eV. The field jump is $0.181$ V/nm, or $1.81$ MV/cm. In a numerical test with a field of $0.030$ V/nm on the left, the separations of the extrapolated lines agreed with the moments at all three planes, as part 1 requires.

## A second case: the depletion layer

A doped contact applies the theorem on two length scales. Let $x$ be the distance from the metal into an n-type semiconductor with donor density $N_d$, depletion width $W$ and permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. In the depletion approximation the donor charge density is $eN_d$. Polarization reduces the total charge density to $eN_d/\varepsilon_r$. If the compensating charge is idealized as a single sheet at $x=0$, it has no moment about that plane, so the potential rise across the layer is

$$V_b=\frac1{\varepsilon_0}\int_0^W x\frac{eN_d}{\varepsilon_r}\,dx=\frac{eN_dW^2}{2\varepsilon}.$$

The whole contact is neutral, and this step has no origin ambiguity. A window that ends inside the semiconductor at a depth much smaller than $W$ is different. If it ends at depth $d$, it misses most of the positive depletion charge and contains the net charge $-\varepsilon_0F(1-d/W)$, where

$$F=\frac{eN_dW}{\varepsilon}$$

is the magnitude of the field at the contact. By (3), the short-range step then changes by about $F$ times the displacement of the reference plane.

At zero applied voltage and for nondegenerate doping, $eV_b=\Phi_{Bn}-k_BT\ln(N_c/N_d)$, where $N_c$ is the conduction-band density of states. Take rough silicon values $\varepsilon_r=11.7$ and $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ at 300 K, and hold the barrier at $0.668$ eV:

- At $N_d=10^{17}\ \mathrm{cm^{-3}}$, $V_b=0.523$ V, $W=82$ nm and $F=0.127$ MV/cm. The ambiguity is 13 mV per nanometre.
- At $N_d=10^{19}\ \mathrm{cm^{-3}}$, $V_b=0.642$ V, $W=9.1$ nm and $F=1.41$ MV/cm. The ambiguity is 141 mV per nanometre for a very thin window, and about 11% less for one that ends at a depth of 1 nm.

At the lower doping, an undoped interface calculation can be joined to the depletion layer with little concern for the exact plane. At the higher doping, the plane must be stated. The single sheet is also an idealization. Its charge $-\varepsilon_0F$ is the sum of the metal's screening charge $-\varepsilon F$ and the polarization charge $(\varepsilon-\varepsilon_0)F$ on the semiconductor surface. If their centres lie a distance $\lambda$ apart, they add a dipole step of about $\varepsilon_rF\lambda$ that lowers the barrier. For a screening length of 0.05 nm this is about 7 mV at the lower doping and about 80 mV at the higher, so holding the barrier fixed is safe only in the first case. Including the thermal tail of electrons lowers the two fields only to $0.124$ and $1.38$ MV/cm.

## The model beside a real silicide contact

The plane spacing $0.136$ nm and charge $27\ e/\mathrm{nm}^2$ are close to those of silicon's valence electrons along [001]. The metal's $40\ e/\mathrm{nm}^2$ is low: a cobalt or nickel disilicide has roughly three times as many valence electrons per area in a period of this length. The Gaussian shapes are also schematic. Barriers of cobalt and nickel silicides on n-type silicon are often roughly 0.6 to 0.7 eV, but some epitaxial contacts lie well outside this range, depending on the orientation and structure of the interface. The model falls in that range because its band terms were chosen to put it there, so this is not a prediction.

Real contacts are doped, and an electron near the metal is attracted by its image charge. At distance $x$ the image attraction and the field lower its energy by $e^2/(16\pi\varepsilon x)+eFx$. The barrier top is where this lowering is smallest. Setting the derivative to zero gives $x_0=\sqrt{e/(16\pi\varepsilon F)}$, and the two terms are then equal, so the barrier falls by

$$2eFx_0=e\sqrt{\frac{eF}{4\pi\varepsilon}} .$$

This is 40 meV at the lower doping and 132 meV at the higher for a constant field; the curvature of the band and the thermal tail reduce these values to about 39 and 129 meV. In the second case $x_0=0.47$ nm, an atomic distance at which a static bulk permittivity gives only a rough size.

Tunnelling changes the current rather than the lineup. For the parabolic depletion barrier, the semiclassical exponent at the band edge is $eV_b/E_{00}$, with

$$E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N_d}{m\varepsilon}} .$$

For rough silicon masses normal to the contact of $0.19$ and $0.92$ electron masses, $E_{00}$ is $3.9$ and $1.8$ meV at $10^{17}\ \mathrm{cm^{-3}}$, well below $k_BT=25.9$ meV. The current then passes over the barrier or close below its top, where tunnelling can still carry a noticeable share of it. At $10^{19}\ \mathrm{cm^{-3}}$ it is 39 and 18 meV, so tunnelling matters and a barrier inferred from purely thermal emission would be misleading. There $N_d/N_c=0.36$, and the nondegenerate formula is itself becoming approximate. The mean donor spacing $N_d^{-1/3}=4.6$ nm is also half of $W$, so the smooth, fully ionized donor charge describes only a lateral average; randomly placed donors make the local potential 1 nm from the metal fluctuate by some tens of millivolts.

Three further effects are not sized here: errors in the computed band energies, thermal shifts of the bands, and lateral variation of the interface. The first enters the band terms. The second does so too, but thermal expansion also changes the mean potentials and hence the lineup. The third makes the planar average an average over regions with different local barriers, which need not equal the barrier inferred from current. The full set of computed values is in the numerical output.

## Computed values

```
e/eps0 = 18.0951 V nm
Metal: spacing 0.270 nm, charge 40.0 e/nm^2
Semiconductor: spacing 0.136 nm, charge 27.0 e/nm^2
Ion sheet width = 0.030 nm
Electron widths: metal 0.080, semic. 0.070 nm
Planes in slab: metal 12, semiconductor 24
Transferred electrons = 0.050 per nm^2
Transfer distance = 0.20 nm, width 0.050 nm
Mean potential, metal = 7.3721 V
Mean potential, semiconductor = 7.0039 V
Lineup from cell averages = -0.3682 V
Averaged charge: min -15.908, max 15.908 e/nm^3
Magnitude of net interface charge = 2.0e-14 e/nm^2
First moment = -0.020349 e/nm
Lineup from first moment = -0.3682 V
Same, origin moved 1 nm = -0.3682 V
Plane part of lineup = -0.1873 V
Transfer part of lineup = -0.1810 V
Raw moment, neutral cuts = 3.568 V
Raw moment spread, moving one cut = 199.8 V
E_F minus metal mean energy = 2.70 eV
E_C minus semic. mean energy = 3.00 eV
n-type barrier = 0.668 eV
Charge error in test = 0.010 e/nm^2
Outer field on left in test = 0.030 V/nm
Field jump from charge error = 0.1810 V/nm
Charged step at z0 = -1 nm: -0.1692 V
Charged step at z0 = +0 nm: -0.3501 V
Charged step at z0 = +1 nm: -0.5311 V
Rough Si inputs: eps_r 11.7, N_c 2.8e+19 cm^-3
Rough normal masses = 0.19, 0.92 m_e
Temperature = 300 K, kT = 25.9 meV
Doping 1e+17 cm^-3, N_d/N_c = 0.0036
  band bending 0.523 eV, width 82.2 nm
  peak field = 0.127 MV/cm
  peak field with thermal tail = 0.124 MV/cm
  net near-interface charge = -0.0113 uC/cm^2
  potential change over 1 nm = 12.7 mV
  image lowering 39.6 meV at 1.56 nm
  tunnelling energy, light mass = 3.94 meV
  tunnelling energy, heavy mass = 1.79 meV
Doping 1e+19 cm^-3, N_d/N_c = 0.3571
  band bending 0.642 eV, width 9.1 nm
  peak field = 1.409 MV/cm
  peak field with thermal tail = 1.380 MV/cm
  net near-interface charge = -0.1247 uC/cm^2
  potential change over 1 nm = 140.9 mV
  image lowering 131.7 meV at 0.47 nm
  tunnelling energy, light mass = 39.38 meV
  tunnelling energy, heavy mass = 17.90 meV
```
